# Phonon transmission past one pinned atom in a monatomic chain: test program

```python
# RESULT UNDER TEST
# A chain of equal atoms (mass m, bond stiffness K, spacing a) has atom 0 tied
# to a rigid support by an on-site spring k0. A phonon of wave number q has
# energy transmission T = 4 K^2 sin^2(qa) / (4 K^2 sin^2(qa) + k0^2).
# For k0 = 2K the transmission is 1/2 at qa = pi/2, and this is its maximum.
# Lattice calculations use K = m = a = 1; the worked example uses SI inputs.
# The program also sizes support motion, second-neighbour bonds, alternating
# bonds and anharmonicity, which the simple model leaves out.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def formula_transmission(q, pin):
    return 4 * np.sin(q)**2 / (4 * np.sin(q)**2 + pin**2)


def band(q, second=0.0):
    """Squared frequency of the unpinned chain."""
    return 2 * (1 - np.cos(q)) + 2 * second * (1 - np.cos(2 * q))


def scatter(q, pin, second=0.0):
    """Solve the lattice equations near the pin; return t and r."""
    energy = band(q, second)

    def residual(wave, n):
        value = 2 * wave(n) - wave(n - 1) - wave(n + 1) - energy * wave(n)
        value += second * (2 * wave(n) - wave(n - 2) - wave(n + 2))
        return value + (pin * wave(0) if n == 0 else 0)

    def incident(n):
        return np.exp(1j * q * n)

    outgoing = [lambda n: np.exp(1j * q * abs(n))]
    if second > 0:
        c = -1 / (2 * second) - np.cos(q)
        decay = c + np.sqrt(c * c - 1)
        assert abs(decay) < 1
        outgoing.append(lambda n: decay**abs(n))
    rows = range(len(outgoing))
    matrix = np.array([[residual(w, n) for w in outgoing] for n in rows])
    source = -np.array([residual(incident, n) for n in rows])
    r = np.linalg.solve(matrix, source)[0]
    return 1 + r, r


def moving_pin(omega_squared, pin, stiffness):
    """Effective on-site spring when the support is a chain of unit masses."""
    half = 1 - omega_squared / (2 * stiffness)
    if abs(half) <= 1:
        ratio = half + 1j * np.sqrt(1 - half**2)
    else:
        ratio = half - np.sign(half) * np.sqrt(half**2 - 1)
    end = stiffness * (1 - ratio) - omega_squared
    return pin * end / (pin + end)


def packet(q, pin=2.0, second=0.0, support=None):
    """Send a wave packet at the pin; return transmitted, reflected energy."""
    half, start, width = 400, 200, 30.0
    count = 2 * half + 1
    side = 0 if support is None else 800
    force = np.zeros((count + side, count + side))

    def spring(i, j, k):
        force[i, i] += k
        force[j, j] += k
        force[i, j] -= k
        force[j, i] -= k

    for i in range(count - 1):
        spring(i, i + 1, 1.0)
    if second > 0:
        for i in range(count - 2):
            spring(i, i + 2, second)
    if support is None:
        force[half, half] += pin
    else:
        spring(half, count, pin)
        for i in range(count, count + side - 1):
            spring(i, i + 1, support)
    n = np.arange(-half, half + 1)
    shape = np.exp(1j * q * n - (n + start)**2 / (2 * width**2))
    waves = 2 * np.pi * np.fft.fftfreq(count)
    omega = np.sqrt(np.maximum(band(waves, second), 0))
    speed_shape = np.fft.ifft(-1j * omega * np.fft.fft(shape))
    u0 = np.zeros(count + side)
    v0 = np.zeros(count + side)
    u0[:count] = shape.real
    v0[:count] = speed_shape.real
    slope = np.sin(q) + 2 * second * np.sin(2 * q)
    time = 2 * start * np.sqrt(band(q, second)) / slope
    squares, modes = np.linalg.eigh(force)
    w = np.sqrt(np.maximum(squares, 0))
    p, s = modes.T @ u0, modes.T @ v0
    u = modes @ (p * np.cos(w * time) + s * time * np.sinc(w * time / np.pi))
    v = modes @ (-p * w * np.sin(w * time) + s * np.cos(w * time))
    energy = 0.5 * v**2 + 0.5 * u * (force @ u)
    total = energy.sum()
    return energy[half + 1:count].sum() / total, energy[:half].sum() / total


quarter = np.pi / 2
pin = 2.0

# Closed formula against numerical solution of the lattice equations.
for q in (0.2, 0.9, quarter, 2.6):
    for k0 in (0.3, 2.0, 5.0):
        t, r = scatter(q, k0)
        assert abs(abs(t)**2 - formula_transmission(q, k0)) < 1e-11
        assert abs(abs(t)**2 + abs(r)**2 - 1) < 1e-11
t_mid, r_mid = scatter(quarter, pin)
assert abs(t_mid - (1 - 1j) / 2) < 1e-12
grid = np.linspace(0.02, np.pi - 0.02, 401)
values = [abs(scatter(q, pin)[0])**2 for q in grid]
assert abs(grid[int(np.argmax(values))] - quarter) < 1e-9
assert abs(abs(scatter(0.01, pin)[0])**2 / 0.01**2 - 1) < 1e-3

# Energy carried by real wave packets. The packets have a finite spread of q,
# which shifts the mean transmission by up to about one part in a thousand.
packet_mid = packet(quarter)
packet_low = packet(np.pi / 4)
assert abs(packet_mid[0] - 0.5) < 1e-3
assert abs(packet_mid[1] - 0.5) < 1e-3
assert abs(packet_low[0] - formula_transmission(np.pi / 4, pin)) < 2e-3

# Localized mode above the band.
size = 201
chain = 2 * np.eye(size) - np.eye(size, k=1) - np.eye(size, k=-1)
chain[size // 2, size // 2] += pin
levels, shapes = np.linalg.eigh(chain)
local_square = 2 + np.sqrt(4 + pin**2)
local_ratio = -np.exp(-np.arcsinh(pin / 2))
top = shapes[:, -1]
assert abs(levels[-1] - local_square) < 1e-10
assert abs(top[size // 2 + 1] / top[size // 2] - local_ratio) < 1e-8
assert levels[-2] < 4

# A support that moves: effective spring against a lattice with a side chain.
support_results = []
for stiffness in (1.0, 10.0):
    spring_eff = moving_pin(band(quarter), pin, stiffness)
    t, r = scatter(quarter, spring_eff)
    result = (abs(t)**2, abs(r)**2)
    direct = packet(quarter, support=stiffness)
    assert np.allclose(result, direct, atol=3e-3, rtol=0)
    support_results.append((stiffness, spring_eff, result, direct))
assert abs(support_results[0][2][0] - 0.25) < 1e-12

# Second-neighbour bonds.
second = 0.1
t_second, r_second = scatter(quarter, pin, second)
assert abs(abs(t_second)**2 + abs(r_second)**2 - 1) < 1e-11
packet_second = packet(quarter, second=second)
assert abs(packet_second[0] - abs(t_second)**2) < 3e-3

# Alternating bonds: gap edges from a ring of 200 atoms.
alternation = 0.05
ring = np.zeros((200, 200))
for i in range(200):
    j = (i + 1) % 200
    k = 1 + alternation * (-1)**i
    ring[i, i] += k
    ring[j, j] += k
    ring[i, j] -= k
    ring[j, i] -= k
ring_levels = np.linalg.eigvalsh(ring)
gap_edges = np.array([2 * (1 - alternation), 2 * (1 + alternation)])
assert np.allclose(ring_levels[99:101], gap_edges, atol=1e-10)

# Worked example: rough parameters in the regime of a heavy-metal atomic wire.
mass_u, bond, spacing_nm, morse_nm = 200.0, 20.0, 0.27, 15.0
mass = mass_u * const.atomic_mass
rate = np.sqrt(bond / mass)
to_thz = rate / (2 * np.pi) / 1e12
f_mid = np.sqrt(band(quarter)) * to_thz
energy_mev = const.h * f_mid * 1e12 / const.e * 1e3


def thermal_factor(omega, temperature):
    x = const.hbar * omega / (2 * const.k * temperature)
    return 1 / np.tanh(x)


def rms_stretch(temperature):
    """Quantum rms change of a bond length in the unpinned chain, in m."""
    def integrand(q):
        omega = 2 * rate * np.sin(q / 2)
        factor = thermal_factor(omega, temperature)
        return 4 * np.sin(q / 2)**2 / omega * factor / np.pi
    mean = quad(integrand, 1e-9, np.pi, epsabs=0, epsrel=1e-9)[0]
    return np.sqrt(const.hbar / (2 * mass) * mean)


# Thermal stretch from the modes of a ring; its uniform mode has no stretch,
# which leaves a finite-size error of order one over the number of atoms.
atoms = 400
uniform = 2 * np.eye(atoms) - np.eye(atoms, k=1) - np.eye(atoms, k=-1)
uniform[0, -1] = uniform[-1, 0] = -1
sq, vec = np.linalg.eigh(uniform)
omega_ring = rate * np.sqrt(sq[1:])
difference = vec[1, 1:] - vec[0, 1:]
nodes, weights = np.polynomial.hermite_e.hermegauss(60)
weights = weights / weights.sum()
anharmonic = []
for temperature in (4.0, 300.0):
    stretch = rms_stretch(temperature)
    terms = difference**2 / omega_ring
    terms = terms * thermal_factor(omega_ring, temperature)
    direct_square = const.hbar / (2 * mass) * terms.sum()
    assert abs(direct_square / stretch**2 - 1) < 5e-3
    b = morse_nm * stretch * 1e9

    def mean_force(x):
        y = x + b * nodes
        return weights @ (np.exp(-y) - np.exp(-2 * y))

    centre = brentq(mean_force, -0.5, 1.0, xtol=1e-13)
    y = centre + b * nodes
    curvature = weights @ (2 * np.exp(-2 * y) - np.exp(-y))
    softening = np.exp(-b**2)
    assert abs(curvature - softening) < 1e-9
    changed = formula_transmission(quarter, pin / softening)
    anharmonic.append((temperature, stretch * 1e12, softening, changed))

print(f"atomic mass m = {mass_u:.0f} u")
print(f"bond stiffness K = {bond:.0f} N/m")
print(f"pin stiffness k0 = {pin * bond:.0f} N/m")
print(f"spacing a = {spacing_nm:.2f} nm")
print(f"wavelength at qa = pi/2: {4 * spacing_nm:.2f} nm")
print(f"frequency at qa = pi/2: {f_mid:.3f} THz")
print(f"phonon energy at qa = pi/2: {energy_mev:.2f} meV")
print(f"top of band: {2 * to_thz:.3f} THz")
print(f"localized mode: {np.sqrt(local_square) * to_thz:.3f} THz")
print(f"localized mode, neighbour amplitude ratio: {local_ratio:.4f}")
print(f"t at qa = pi/2: {t_mid.real:.4f} {t_mid.imag:+.4f} i")
print(f"r at qa = pi/2: {r_mid.real:.4f} {r_mid.imag:+.4f} i")
for label, q in (("pi/12", np.pi / 12), ("pi/6", np.pi / 6),
                 ("pi/4", np.pi / 4), ("pi/2", quarter),
                 ("3pi/4", 3 * np.pi / 4)):
    print(f"transmission at qa = {label}: {abs(scatter(q, pin)[0])**2:.4f}")
print(f"wave packet at pi/2, transmitted energy: {packet_mid[0]:.4f}")
print(f"wave packet at pi/2, reflected energy: {packet_mid[1]:.4f}")
print(f"wave packet at pi/4, transmitted energy: {packet_low[0]:.4f}")
for stiffness, spring_eff, result, direct in support_results:
    name = f"support chain Ks/K = {stiffness:.0f}, M/m = 1"
    print(f"{name}: effective k0/K = {spring_eff.real:.3f} "
          f"{spring_eff.imag:+.3f} i")
    print(f"{name}: transmitted {result[0]:.4f}, reflected {result[1]:.4f}, "
          f"lost to support {1 - sum(result):.4f}")
    print(f"{name}: packet transmitted {direct[0]:.4f}, "
          f"reflected {direct[1]:.4f}")
print(f"second-neighbour stiffness K2/K = {second:.2f}")
print(f"transmission at pi/2 with K2: {abs(t_second)**2:.4f}")
print(f"wave packet with K2, transmitted energy: {packet_second[0]:.4f}")
gap_thz = np.sqrt(gap_edges) * to_thz
print(f"bond alternation d = {alternation:.2f}")
print(f"gap at qa = pi/2: {gap_thz[0]:.3f} to {gap_thz[1]:.3f} THz")
print(f"Morse range parameter alpha = {morse_nm:.0f} /nm")
for temperature, stretch, softening, changed in anharmonic:
    print(f"at {temperature:.0f} K: rms bond stretch {stretch:.2f} pm, "
          f"mean stiffness/K {softening:.4f}, transmission {changed:.4f}")
print("no test failed")
```

Running it gives:

```
atomic mass m = 200 u
bond stiffness K = 20 N/m
pin stiffness k0 = 40 N/m
spacing a = 0.27 nm
wavelength at qa = pi/2: 1.08 nm
frequency at qa = pi/2: 1.747 THz
phonon energy at qa = pi/2: 7.22 meV
top of band: 2.470 THz
localized mode: 2.714 THz
localized mode, neighbour amplitude ratio: -0.4142
t at qa = pi/2: 0.5000 -0.5000 i
r at qa = pi/2: -0.5000 -0.5000 i
transmission at qa = pi/12: 0.0628
transmission at qa = pi/6: 0.2000
transmission at qa = pi/4: 0.3333
transmission at qa = pi/2: 0.5000
transmission at qa = 3pi/4: 0.3333
wave packet at pi/2, transmitted energy: 0.4999
wave packet at pi/2, reflected energy: 0.5001
wave packet at pi/4, transmitted energy: 0.3338
support chain Ks/K = 1, M/m = 1: effective k0/K = 0.000 -2.000 i
support chain Ks/K = 1, M/m = 1: transmitted 0.2500, reflected 0.2500, lost to support 0.5000
support chain Ks/K = 1, M/m = 1: packet transmitted 0.2498, reflected 0.2502
support chain Ks/K = 10, M/m = 1: effective k0/K = 1.800 -0.872 i
support chain Ks/K = 10, M/m = 1: transmitted 0.3482, reflected 0.3482, lost to support 0.3036
support chain Ks/K = 10, M/m = 1: packet transmitted 0.3481, reflected 0.3483
second-neighbour stiffness K2/K = 0.10
transmission at pi/2 with K2: 0.5918
wave packet with K2, transmitted energy: 0.5916
bond alternation d = 0.05
gap at qa = pi/2: 1.702 to 1.790 THz
Morse range parameter alpha = 15 /nm
at 4 K: rms bond stretch 5.11 pm, mean stiffness/K 0.9941, transmission 0.4971
at 300 K: rms bond stretch 14.44 pm, mean stiffness/K 0.9542, transmission 0.4766
no test failed
```
